# QED effective Hamiltonian for the $1s2p$, $J=1$ levels of helium-like ions, part 2

We seek the two $J=1$ levels of $1s2p$, called $^3P_1$ and $^1P_1$, in a helium-like ion. Atomic units are used, with $c=1/\alpha$; $\boldsymbol\alpha$ are Dirac matrices. Electrons start as Dirac particles in $V=-Z/r$, with orbital energies $\varepsilon$ counted from the rest energy $c^2$. The model states are

$$|1\rangle=(1s\,2p_{1/2})_{J=1},\qquad |2\rangle=(1s\,2p_{3/2})_{J=1},$$

with energies $E_1=\varepsilon_{1s}+\varepsilon_{2p_{1/2}}$, $E_2=\varepsilon_{1s}+\varepsilon_{2p_{3/2}}$ and $\delta=E_2-E_1$. A single-level series has $\delta$ as a denominator, so a $2\times2$ matrix $H$ is diagonalized instead.

From the two-time Green function $g(E)$ and a contour $C$ around the two level poles,

$$P=\frac1{2\pi i}\oint_C g\,dE,\qquad K=\frac1{2\pi i}\oint_C E\,g\,dE,\qquad H=P^{-1/2}KP^{-1/2}.$$

Superscripts $(n)$ count photon lines; $K^{(0)}=\mathrm{diag}(E_1,E_2)$, and

$$H^{(2)}=K^{(2)}-\tfrac12\{P^{(1)},K^{(1)}\}-\tfrac12\{P^{(2)},K^{(0)}\}+\tfrac38\{(P^{(1)})^2,K^{(0)}\}+\tfrac14P^{(1)}K^{(0)}P^{(1)} .$$

Electron lines run $b_1\to a_1$, $b_2\to a_2$, from state $k$ to state $i$; in propagator denominators $a_1$ means $\varepsilon_{a_1}-i0$, and so on. For $S$ analytic inside $C$,

$$g^{(1)}=\frac{S(E)}{(E-E_i)(E-E_k)},\qquad H^{(1)}_{ik}=\tfrac12\left[S_{ik}(E_i)+S_{ik}(E_k)\right].$$

For one-photon exchange, with $\Delta_1=\varepsilon_{a_1}-\varepsilon_{b_1}$ and $\Delta_2=\varepsilon_{a_2}-\varepsilon_{b_2}$,

$$H^{(1)}_{ik}=\tfrac12\left[I_{a_1a_2b_1b_2}(\Delta_1)+I_{a_1a_2b_1b_2}(\Delta_2)\right]-(a_1\leftrightarrow a_2),$$

the $\Delta$ being recomputed in the exchanged term. In the Feynman gauge $I^F(\omega)=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,e^{iqr_{12}}/r_{12}$, with $q=|\omega|/c$ and $r=r_{12}$. Also

$$I(\omega)=F(\omega)+F(-\omega),\qquad F(x)=\int_0^\infty\frac{\rho(\nu)\,d\nu}{x-\nu+i0},\qquad \rho(\nu)=-(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\sin(\nu r/c)}{\pi r}.$$

Decay to $1s^2$ plus a photon makes $H=R+iW$ complex symmetric, with real symmetric $R$ from the cosine kernel and $W$ from the sine kernel. In the eigenbasis of $R$, the exact levels are $\mathcal E_n=R_n+iW_{nn}-W_{nm}^2/(R_n-R_m)+\dots$.

**Q.** The self-energy is of the same order in $\alpha$. Does it spoil the off-diagonal element?

**A.** It obeys the same rule and gives nothing off the diagonal in this basis. With a spectator $a_2=b_2$ and the renormalized operator $\Sigma$ on line 1,

$$g^{(1)}=\frac i{2\pi}\int dp\,\frac{\Sigma_{a_1b_1}(p)}{(p-a_1)(p-b_1)(E-p-a_2)} .$$

Closing above picks the pole $p=E-\varepsilon_{a_2}$, which gives $\Sigma_{a_1b_1}(E-\varepsilon_{a_2})/[(E-E_i)(E-E_k)]$, and the negative-energy cut of $\Sigma$. On that cut $E-p-\varepsilon_{a_2}$ is about $2c^2$ or larger, so its contribution is regular inside $C$ and drops out of $K$ and $P$. The mean of $S$ at $E_i$ and $E_k$ is then $\tfrac12[\Sigma_{a_1b_1}(\varepsilon_{a_1})+\Sigma_{a_1b_1}(\varepsilon_{b_1})]$. Between states 1 and 2 the spectator must be $1s$, and $\Sigma$ would have to connect $j=\tfrac12$ with $j=\tfrac32$, which rotational invariance forbids. The same holds for the spherical vacuum-polarization potential.

**Q.** Off the diagonal, energy is not conserved across the diagram. I expect the element to depend on the gauge, and a gauge-dependent Hamiltonian worries me.

**A.** It does depend on the gauge, and the amount can be computed. In the Coulomb gauge the charge part is $4\pi/k^2$ and the current part is $-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf k)(\boldsymbol\alpha_2\cdot\mathbf k)/k^2]\,4\pi/(k^2-q^2)$. Since $1/[k^2(k^2-q^2)]=[1/(k^2-q^2)-1/k^2]/q^2$, and since $\nabla_1\to i\mathbf k$, $\nabla_2\to-i\mathbf k$ on $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$,

$$I^C(\omega)=\frac1r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{e^{iqr}}r+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\frac{e^{iqr}-1}{q^2r},$$

the gradients acting on the kernel only. Let $\rho_{ab}=\psi_a^\dagger\psi_b$ and $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$. From $h=-ic\,\boldsymbol\alpha\cdot\nabla+(\beta-1)c^2+V$ one has $\boldsymbol\alpha\cdot\nabla\psi_b=\frac ic[\varepsilon_b-(\beta-1)c^2-V]\psi_b$, and the adjoint equation for $\psi_a$ has $-\frac ic$ and $\varepsilon_a$. Adding them, the mass and potential terms cancel for a local $V$, and $\nabla\cdot\mathbf j_{ab}=-\frac ic(\varepsilon_a-\varepsilon_b)\rho_{ab}$. Two integrations by parts, with two minus signs, turn the gradient term into the product of divergences, $-\Delta_1\Delta_2\,\rho\rho/c^2$. For the cosine parts, define

$$B(\omega)=\frac1{\omega^2}\int\!\!\int\rho_{a_1b_1}(1)\,\rho_{a_2b_2}(2)\,\frac{\cos qr-1}r ,$$

an even function that is finite at $\omega=0$. The magnetic terms cancel in the difference, and

$$I^F(\omega)-I^C(\omega)=(\omega^2+\Delta_1\Delta_2)\,B(\omega).$$

On the diagonal $\Delta_1\Delta_2=-\omega^2$ and the difference vanishes. Off the diagonal let $\eta=\Delta_1+\Delta_2=E_i-E_k=\pm\delta$. A one-sided choice $I(\Delta_1)$ gives $\Delta_1\eta B(\Delta_1)$, of first order in $\delta$. The symmetric form gives $\tfrac12\eta[\Delta_1B(\Delta_1)+\Delta_2B(\Delta_2)]$. With $u(\omega)=\omega B(\omega)$, which is odd, and $\Delta_2=-(\Delta_1-\eta)$, the bracket is $u(\Delta_1)-u(\Delta_1-\eta)\simeq\eta\,u'(\Delta_1)$ for $\delta\ll|\Delta_1|$. So

$$(F-C)_{\rm sym}\simeq\tfrac12\eta^2\,[B+\Delta_1B'],\qquad\frac{(F-C)_{\rm sym}}{(F-C)_{\rm one}}\simeq\frac\eta{2\Delta_1}\left[1+\frac{\Delta_1B'}B\right].$$

Expanding the cosine gives the kernel $-r/(2c^2)+\omega^2r^3/(24c^4)$ for $B$, so $\Delta_1B'/B$ is a retardation correction of order $(qr)^2$. Only the exchange term contributes: the density $\rho_{1s,1s}$ has multipole $l=0$, the density between $2p_{1/2}$ and $2p_{3/2}$ has $l=2$ (the triangle rule allows 1 and 2, parity removes 1), and a scalar kernel does not connect them.

The dependence is harmless for a structural reason. A rotation of the model space by $e^{A}$, with $A$ antisymmetric and of order $\alpha$, leaves the eigenvalues unchanged and changes $H^{(1)}_{ik}$ by $[A,K^{(0)}]_{ik}=A_{ik}(E_k-E_i)$. It leaves the diagonal of $H^{(1)}$ alone, can move the off-diagonal element by any amount proportional to $\delta$, and compensates in $H^{(2)}$. Off-diagonal elements are thus not observables. The choice $P^{-1/2}KP^{-1/2}$ fixes them within a gauge, and $H^{(1)}$ must be paired with the $H^{(2)}$ of the same construction and gauge. Since exact levels do not depend on the gauge, the residual dependence of eigenvalues computed with $H^{(1)}$ alone has to be removed by higher orders.

**Q.** How are the elements evaluated for real Dirac orbitals?

**A.** Write $\psi=\frac1r(U\,\Omega_{\kappa m},\,iL\,\Omega_{-\kappa m})$ with $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}$, and $\kappa=-1,\,1,\,-2$ for $1s$, $2p_{1/2}$, $2p_{3/2}$. From $\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)$ and $\boldsymbol\sigma\cdot\mathbf l\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, and with $e=1+\varepsilon/c^2$,

$$U'+\frac\kappa rU=\left[c(1+e)+\frac{\alpha Z}r\right]L,\qquad L'-\frac\kappa rL=\left[c(1-e)-\frac{\alpha Z}r\right]U .$$

Try $U=r^\gamma e^{-\lambda r}(u_0+u_1r)$ and $L=r^\gamma e^{-\lambda r}(l_0+l_1r)$. The $1/r$ terms give $(\gamma+\kappa)u_0=\alpha Zl_0$ and $(\gamma-\kappa)l_0=-\alpha Zu_0$, whose product yields $\gamma^2=\kappa^2-(\alpha Z)^2$. For $1s$ and $2p_{3/2}$ take $u_1=l_1=0$. The constant terms give $-\lambda u_0=c(1+e)l_0$ and $-\lambda l_0=c(1-e)u_0$, so $\lambda=c\sqrt{1-e^2}$ and $(l_0/u_0)^2=(1-e)/(1+e)$. The $1/r$ terms give the same ratio as $(|\kappa|-\gamma)/(|\kappa|+\gamma)$, hence $e=\gamma/|\kappa|$. For $2p_{1/2}$ the terms linear in $r$ give $-\lambda u_1=c(1+e)l_1$ and $-\lambda l_1=c(1-e)u_1$, with the same $\lambda$, and the constant terms give

$$(\gamma+1+\kappa)u_1-\alpha Zl_1=\lambda u_0+c(1+e)l_0,\qquad(\gamma+1-\kappa)l_1+\alpha Zu_1=\lambda l_0+c(1-e)u_0 .$$

Multiply the first by $\lambda$ and the second by $c(1+e)$. The right sides become equal, and eliminating $l_1$ on the left leaves $\lambda(\gamma+1+\kappa)+\alpha Zc(1-e)=-\lambda(\gamma+1-\kappa)+\alpha Zc(1+e)$, that is $\lambda(\gamma+1)=\alpha Zce$. All three cases are $e=[1+(\alpha Z)^2/(n_r+\gamma)^2]^{-1/2}$ with $n_r=0,1,0$.

The states are $|i\rangle=\sum\langle\tfrac12m_1\,jm_2|1M\rangle\,|1s\,m_1,\,2p_j\,m_2|$ in determinants. The kernel is expanded as

$$\frac{e^{iqr_{12}}}{r_{12}}=4\pi q\sum_lj_l(qr_<)\,[\,i\,j_l(qr_>)-y_l(qr_>)]\sum_mY_{lm}(\hat{\mathbf r}_1)Y^*_{lm}(\hat{\mathbf r}_2),$$

with spherical Bessel functions $j_l$ and $y_l$, and the sum is cut off by the angular momenta of the orbitals. For the numbers below, the charge density, each Cartesian current component and the divergence of the current were projected on $Y_{lm}$ by Gauss-Legendre quadrature in $\cos\theta$ and a uniform grid in azimuth. The divergence was taken by differentiating the current itself, analytically in $r$ and by finite differences in angle. The radial double integrals were split at $r_1=r_2$ and done by nested Gauss-Legendre quadrature. The sign of $H_{12}$ depends on the phases, here $U>0$ and Condon-Shortley coefficients.

**Q.** At small $Z$ the result must go over into $LS$ coupling. Does it?

**A.** For $\alpha Z\to0$ the cosine part of $I$ tends to $1/r_{12}$. The $1s$ density is spherical, so the direct integral $J_d$ and the exchange integral $K_x$ do not depend on $m_l$, and the interaction is $J_d+K_x$ on the spin singlet (symmetric in space) and $J_d-K_x$ on the triplet: $H^{(1)}=J_d-K_x+2K_x\Pi$, with $\Pi$ the singlet projector. For $M=1$, state 1 is $1s\!\uparrow$ with $2p_{1/2,1/2}=\sqrt{2/3}\,|m_l{=}1,\downarrow\rangle-\sqrt{1/3}\,|0,\uparrow\rangle$. Only the first term has opposite spins, and it is half singlet, so $\Pi_{11}=\tfrac13$. The one singlet with $J=M=1$ lies in the two-dimensional space, so $\Pi_{22}=\tfrac23$ and $|\Pi_{12}|=\sqrt2/3$. Then

$$H_{11}^{(1)}=J_d-\tfrac13K_x,\qquad H_{22}^{(1)}=J_d+\tfrac13K_x,\qquad|H_{12}^{(1)}|=\tfrac{2\sqrt2}3K_x .$$

Both integrals scale as $Z$. For $Z=1$, $u_{1s}=2re^{-r}$ and $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$. The $1s$ cloud has the potential $1/r-(1+1/r)e^{-2r}$, so $J_d=\frac1{24}\left[3!-4!/3^5-3!/3^4\right]=\frac14-\frac7{972}=\frac{59}{243}$. For exchange, only $l=1$ enters, with the angular factor $\frac{4\pi}3\cdot\frac1{4\pi}=\frac13$. With $f=u_{1s}u_{2p}=r^3e^{-3r/2}/\sqrt6$ and a factor 2 for the two orderings of the radii,

$$K_x=\frac23\int_0^\infty ds\,sf(s)\int_s^\infty\frac{f(t)}{t^2}dt=\frac19\int_0^\infty s^4e^{-3s}\left(\frac{2s}3+\frac49\right)ds=\frac19\cdot\frac{80+32}{729}=\frac{112}{6561}.$$

Thus $J_d\mp K_x=0.225728$ and $0.259869$ hartree, while the relativistic $H^{(1)}$ at $Z=1$ has eigenvalues $0.225735$ and $0.259872$ hartree; the differences, below $10^{-5}$ hartree, are of the order $(\alpha Z)^2$ times a small coefficient. Since $\delta\propto\alpha^2Z^4$ is negligible against $K_x$ in this limit, the eigenvectors of the full $H$ are the triplet and the singlet. In the opposite limit $\delta\gg|H_{12}|$ the matrix is nearly diagonal and single-level theory applies.

**Q.** And the sine part? A positive imaginary part would mean a growing state.

**A.** Exchange alone does give a positive value for the triplet, and it is not yet a width. Take the element $\langle2p\,1s|I|1s\,2p\rangle$ to leading order in $\alpha Z$, with $d^2=|\langle1s|\mathbf r|2p\rangle|^2$. In the charge part $\sin(qr)/r=q-q^3r_{12}^2/6+\dots$, orthogonality of $1s$ and $2p$ removes every term but $+q^3\,\mathbf r_1\cdot\mathbf r_2/3$, which gives $q^3d^2/3$. In the current part the leading kernel $q$ suffices, and $c\boldsymbol\alpha=i[h,\mathbf r]$ gives $\langle a|\boldsymbol\alpha|b\rangle=i\Delta\langle a|\mathbf r|b\rangle/c$; the product is $-\Delta_1\Delta_2d^2/c^2=q^2d^2$, and the contribution is $-q^3d^2$. The sum is $-\tfrac23q^3d^2=-\Gamma/2$, where $\Gamma=\tfrac43q^3d^2$ is the electric-dipole rate of $2p\to1s$. It enters with the sign of $K_x$: $-\Gamma/2$ for the singlet and $+\Gamma/2$ for the triplet. The self-energy of the $2p$ electron contains the intermediate state $1s$ plus photon with the kernel $F(\varepsilon_{2p}-\varepsilon_{1s})$. Because $F(-x)$ is real for $x>0$, its imaginary part is that of $I$, the same integral, $-\Gamma/2$ for both states. The totals are $0$ for the triplet, which cannot reach $1s^2$ without a spin flip, and $-\Gamma$ for the singlet, a width of $2\Gamma$ in this order. At $Z=1$, $\int fr\,dr=(24/\sqrt6)(2/3)^5$, $d^2$ is one third of its square and $q=3\alpha/8$, so $\Gamma=(2/3)^8\alpha^3=1.516\times10^{-8}$ hartree. The computed sine part in the eigenbasis of the cosine part, divided by $\Gamma/2$, is $1.00000$ and $-0.99999$.

**Q.** Show me a case in which neither limit holds.

**A.** Helium-like scandium, $Z=21$, with a point nucleus, Dirac energies and one-photon exchange only, $1/\alpha=137.035999$. All energies are in hartree. The Dirac formula gives $\varepsilon_{1s}=-221.809974$, $\varepsilon_{2p_{1/2}}=-55.534610$ and $\varepsilon_{2p_{3/2}}=-55.206148$, so $E_1=-277.344584$, $E_2=-277.016122$ and $\delta=0.328462$. The exchanged photon carries $\omega_1=\varepsilon_{2p_{1/2}}-\varepsilon_{1s}=166.275365$ or $\omega_2=166.603827$. The diagonal elements use $I(0)$ in the direct term and $I(\omega_i)$ in the exchange term; the off-diagonal element uses $\tfrac12[I(0)+I(\delta)]$ and $\tfrac12[I(\omega_1)+I(\omega_2)]$. The cosine parts in the Feynman gauge are

$$H^{(1)}_{11}=5.045685,\qquad H^{(1)}_{22}=5.244616,\qquad H^{(1)}_{12}=0.325324 ,$$

against the nonrelativistic $4.979271$, $5.218259$ and $0.337980$. The changes are $+1.3\%$, $+0.5\%$ and $-3.7\%$ of the nonrelativistic values, on the scale of $(\alpha Z)^2=0.023$. Counted from $E_1$, the diagonal of $H$ is $5.04569$ and $0.32846+5.24462=5.57308$, with gap $D=0.527394$. The eigenvalues of a symmetric $2\times2$ matrix are the mean of the diagonal plus or minus half of

$$\Lambda=\sqrt{D^2+4H_{12}^2}=\sqrt{0.278144+0.423343}=0.837548 .$$

The mean is $5.309382$, so the levels lie at $4.890608$ and $5.728156$ above $E_1$, or at $-272.4540$ ($^3P_1$) and $-271.6164$ ($^1P_1$). The interval is $0.8375$ hartree, or $22.79$ eV with 1 hartree $=27.211386$ eV. The weight of state 1 in the lower level is $\tfrac12(1+D/\Lambda)=0.8148$, that of state 2 is $0.1852$, between the $LS$ value $\tfrac23$ and the $jj$ value 1. For $H_{12}>0$ the lower vector is $(0.9027,-0.4303)$ and the nonrelativistic singlet is $(\sqrt{1/3},\sqrt{2/3})$; the overlap $0.521-0.351=0.170$ gives a singlet weight of $0.029$, a notion that is itself defined only up to corrections of order $(\alpha Z)^2$.

These digits describe the stated model, not the ion. To leading order in $\alpha Z$, scaling $r\to r/Z$ shows that $H^{(1)}\propto Z$ and the two-photon $H^{(2)}\propto Z^0$, so the omitted term is of relative order $1/Z$ compared with $H^{(1)}$, with a coefficient not computed here; radiative, recoil and nuclear-size terms are also absent.

**Q.** Was the matrix needed? How badly does single-level theory fail?

**A.** The mixing pushes the lower level down from $H_{11}$ by $5.045685-4.890608=0.155077$. The single-level series represents this at second order by $H_{12}^2/\delta=0.105836/0.328462=0.322216$, about twice the true value of the model. Higher orders do not repair it. Scale the interaction by a parameter $\xi$, so that $\Lambda(\xi)=\sqrt{(\delta+\xi D_1)^2+4\xi^2H_{12}^2}$ with $D_1=5.244616-5.045685=0.198931$. The root has branch points where $\delta+\xi D_1=\pm2i\xi H_{12}$, at $|\xi|=\delta/\sqrt{D_1^2+4H_{12}^2}=0.328462/0.68038=0.48$. The physical value $\xi=1$ lies outside this radius, so within the two-state model the single-level series diverges for this ion.

**Q.** Finally, how much does the symmetric prescription matter in numbers?

**A.** The following small differences are meaningful only as differences inside the model. The diagonal elements agree in the two gauges to the eight decimals computed, $5.04568470$ and $5.24461643$. The off-diagonal element is $0.3253238223$ in the Feynman and $0.3253238140$ in the Coulomb gauge, a difference of $8.28\times10^{-9}$, and the expression $\tfrac12\eta[\Delta_1B(\Delta_1)+\Delta_2B(\Delta_2)]$ evaluated from the charge densities gives the same $8.28\times10^{-9}$. With the one-sided choice $I(\Delta_1)$, labelling $b_1=1s$, the difference in $H_{12}$ is $-8.67\times10^{-6}$. For this element $\eta=-\delta$ and $\Delta_1=\omega_1$, so the ratio should be negative and near $\delta/(2\omega_1)=9.88\times10^{-4}$ in size. It is negative with size $9.56\times10^{-4}$, and the factor $0.967$ between the two is, up to relative terms of order $\delta/\omega_1$, the retardation factor $1+\Delta_1B'/B$. The interval responds as $d\Lambda=4H_{12}\,dH_{12}/\Lambda$, and $4\times0.325324\times(-8.28\times10^{-9})/0.837548=-1.29\times10^{-8}$ is its change on going to the Coulomb gauge.

The one-sided matrix is not symmetric: in the Feynman gauge $H_{12}=0.3253149474$ uses $\omega_1$ and $H_{21}=0.3253326970$ uses $\omega_2$. Its effect on the interval is nevertheless only $-3.4\times10^{-10}$, smaller than the gauge effect of the symmetric form. The reason is that the eigenvalues depend on the product $H_{12}H_{21}=x^2-y^2$, where $x=0.3253238222$ is the mean and $y=8.87\times10^{-6}$ is half the difference. The asymmetry enters at second order, $-2y^2/\Lambda=-1.9\times10^{-10}$. The rest requires $x$ to lie $1\times10^{-10}$ below the symmetric element, as it does within rounding; the two differ only in the direct term, $I(0)$ against $\tfrac12[I(0)+I(\delta)]$. Both effects lie below the width correction $W_{nm}^2/\Lambda$: the sine elements are $W_{11}=4.9\times10^{-4}$, $W_{22}=-4.9\times10^{-4}$ and $W_{12}=-1.4\times10^{-3}$, all in the $jj$ basis. With the eigenvectors $(0.9027,-0.4303)$ and $(0.4303,0.9027)$ of $R$, the element between the two levels is $W_{nm}=0.388\,(W_{11}-W_{22})+0.630\,W_{12}=3.8\times10^{-4}-8.7\times10^{-4}=-4.9\times10^{-4}$, so $W_{nm}^2/\Lambda=2.9\times10^{-7}$ hartree. The imaginary part of the self-energy, $-\Gamma/2$ for both states to leading order in $\alpha Z$, is a multiple of the unit matrix at that order and leaves $W_{nm}$ unchanged. For this ion at first order, the choice between the symmetric and this one-sided form is therefore invisible in the level positions. It decides whether $H$ is symmetric with orthogonal eigenvectors, whether the off-diagonal element depends on the gauge at order $\delta$ or $\delta^2$, and whether $H^{(1)}$ matches the subtraction terms in $H^{(2)}$, which are built from the same $K^{(1)}$ and $P^{(1)}$.
